# Choosing the Doping in a Terman Analysis of High-k Capacitors

## A capacitor without traps that seems to have them

Take a metal gate, an insulator and p-type silicon with uniform acceptor density $N$ and no interface traps. A positive gate voltage pushes the holes back to a depth $W$ and leaves fixed acceptor charge $-qNW$ per area. In this depletion picture the potential drop in the silicon, $\psi$, and its capacitance per area are

$$\psi=\frac{qNW^2}{2\varepsilon},\qquad C_s=\frac{\varepsilon}{W},$$

with $\varepsilon$ the permittivity of silicon. The insulator, of capacitance $C_{ox}$ per area, carries the same charge, so the gate voltage from flat band is $V_G=\psi+qNW/C_{ox}$. Since $d(qNW)/d\psi=qN\,dW/(qNW\,dW/\varepsilon)=C_s$,

$$\frac{dV_G}{d\psi}=1+\frac{C_s}{C_{ox}} .$$

Terman's method assigns any stretch of the curve beyond this to traps of density $D$:

$$q^2D=C_{ox}\left(\frac{dV_G}{d\psi}-1\right)-C_s .\tag{1}$$

Now analyse the device with the doping set to $N(1+\delta)$. The measured capacitance fixes $W$, whatever doping is assumed. The inferred potential is therefore $\psi'=(1+\delta)\psi$, and $dV_G/d\psi'=(1+C_s/C_{ox})/(1+\delta)$. Equation (1) returns

$$q^2D'=\frac{C_{ox}+C_s}{1+\delta}-C_{ox}-C_s=-\frac{\delta}{1+\delta}\,(C_{ox}+C_s).\tag{2}$$

Doping set too low creates traps; doping set too high creates a negative density. The prefactor is large because (1) subtracts nearly equal quantities.

For an equivalent oxide thickness (EOT) of 1.5 nm, $C_{ox}=2.302\ \mu$F/cm². With $D$ in cm⁻² eV⁻¹, a capacitance in F/cm² becomes a density on division by $q$ in coulombs, so $C_{ox}/q^2=1.437\times10^{13}$. At a point where $C_s=0.130\ \mu$F/cm², the sum $(C_{ox}+C_s)/q^2$ is $1.518\times10^{13}$. Setting the doping 2% low gives $0.02/0.98$ of this: $3.1\times10^{11}$ cm⁻² eV⁻¹ in a device that has no traps.

The doping is thus a sensitive setting of any program that computes the ideal curve from Poisson's equation. What follows adds traps, temperature and the limits of the method.

## What the gate sweep measures

Count $V_G$ from the flat band of the trap-free device. Let $Q_s$ and $Q_{it}$ be the charges per area in the silicon and in the traps. The gate carries the opposite charge, so

$$V_G=\psi-\frac{Q_s+Q_{it}}{C_{ox}} .$$

Measure trap energies $E$ from the intrinsic level at the surface. The Fermi level there lies at $E_F=q(\psi-\phi_F)$, with $\phi_F=V_T\ln(N/n_i)$, $V_T=kT/q$ and $n_i$ the intrinsic density. If the sweep is slow enough for the traps to stay in equilibrium,

$$Q_{it}=-q\int D(E)\,[f(E)-f_0(E)]\,dE,\qquad f=\frac{1}{1+e^{(E-E_F)/kT}} .$$

Here $f_0$ is the filling of the neutral interface. It does not depend on $\psi$ and drops out of the derivative. With $\partial f/\partial E_F=f(1-f)/kT$ and $dE_F/d\psi=q$,

$$-\frac{dQ_{it}}{d\psi}=q^2D_T,\qquad D_T=\int D(E)\,\frac{f(1-f)}{kT}\,dE .\tag{3}$$

Writing $C_s=-dQ_s/d\psi$, the derivative of the gate equation is

$$\frac{dV_G}{d\psi}=1+\frac{C_s+q^2D_T}{C_{ox}} .\tag{4}$$

This is (1) with $D_T$ in place of $D$. The method returns the spectrum averaged over the thermal width of the Fermi function, and structure narrower than a few $kT$ is blurred.

The high-frequency measurement supplies $\psi$. If the traps cannot follow the small ac signal, their charge is constant during it. Only the insulator and the silicon respond, in series:

$$\frac1C=\frac1{C_{ox}}+\frac1{C_s} .\tag{5}$$

The traps stretch the curve along the voltage axis without adding to the capacitance.

## From capacitance to potential

Let $u$ be the local potential divided by $V_T$, zero in the bulk. With Boltzmann statistics, full ionisation and electrons neglected, the charge density is $qN(e^{-u}-1)$, and Poisson's equation reads

$$\frac{d^2u}{dx^2}=\frac{1-e^{-u}}{L^2},\qquad L^2=\frac{\varepsilon V_T}{qN}.$$

Multiply by $2\,du/dx$ and integrate from the bulk, where $u$ and its slope vanish:

$$\left(\frac{du}{dx}\right)^2=\frac{2}{L^2}\,(u+e^{-u}-1).$$

Gauss's law equates $-Q_s$ to $\varepsilon$ times the surface field, so $-Q_s=\pm(\varepsilon V_T/L)\sqrt{2(u+e^{-u}-1)}$, now with $u=\psi/V_T$ and the sign of $u$. Differentiating with respect to $\psi$ gives

$$C_s=\frac{\varepsilon}{L}\,g(u),\qquad g(u)=\frac{1-e^{-u}}{\pm\sqrt{2(u+e^{-u}-1)}} .\tag{6}$$

In depletion, where $e^{-u}$ is negligible, $g=1/\sqrt{2(u-1)}$ and

$$C_s^2=\frac{q\varepsilon N}{2(\psi-V_T)} .\tag{7}$$

The hole tail at the depletion edge shifts the potential of the opening example by $V_T$.

The algorithm has five steps.

1. Convert each measured $C$ to $C_s$ with (5).
2. Compute $\varepsilon/L$ from the doping setting and solve $g(u)=C_sL/\varepsilon$ by bracketed root finding. Near $u=0$ use the series given below, since (6) becomes $0/0$.
3. Fit a cubic spline to $\psi(V_G)$ and take its derivative. The gate voltage is the ordered variable, so $\psi$ is fitted against it. A spline through every point suits the noise-free curve used here; measured data need smoothing, as shown below.
4. Insert $dV_G/d\psi=1/(d\psi/dV_G)$ in (1).
5. Assign the result to the energy $E=q(\psi-\phi_F)$.

A constant shift of $V_G$, from fixed charge or the gate work function, does not affect the derivative.

## The doping error with traps present

Compare the two analyses at equal gate voltage, hence equal $C_s$. Equation (7) requires

$$\psi'-V_T=(1+\delta)(\psi-V_T),$$

so $d\psi'/d\psi=1+\delta$. Dividing (4) by this slope and inserting it in (1) gives

$$q^2D'=\frac{C_{ox}+C_s+q^2D_T}{1+\delta}-C_{ox}-C_s=\frac{q^2D_T-\delta(C_{ox}+C_s)}{1+\delta}.\tag{8}$$

The result becomes negative once $\delta$ exceeds

$$\delta^*=\frac{q^2D_T}{C_{ox}+C_s}.\tag{9}$$

Where $C_s\ll C_{ox}$ the spurious term is nearly independent of energy and looks like a uniform background. It grows as the insulator gets thinner.

The energy axis moves as well. The potential shifts by $\delta(\psi-V_T)$, and $\phi_F$ by $V_T\ln(1+\delta)$. At $\psi=0.517$ V and $\delta=0.02$ these are 9.8 mV and 0.5 mV, so the energy moves by about 9 meV.

Near flat band (7) fails. Expand (6) there. The numerator is $u(1-u/2+u^2/6)$, and the expression under the root is $u^2(1-u/3+u^2/12)$, whose inverse square root is $u^{-1}(1+u/6)$ with no further term at this order. The product is

$$g=1-\frac u3+\frac{u^2}{12}+\dots$$

Because $1/L\propto\sqrt N$, equal $C_s$ means $\sqrt{1+\delta}\,g(u')=g(u)$. To first order in $\delta$ this gives $u'=u-\delta g/(2g')$, where $g'$ and $g''$ are derivatives of $g$. Hence

$$\frac{du'}{du}=1-\frac\delta2\left(1-\frac{gg''}{g'^2}\right)=1-\frac\delta2\left(1-\frac{1/6}{1/9}\right)=1+\frac\delta4 .$$

The slope error at flat band is a quarter of its depletion value. This does not make flat band a good place to read $D$, for the frequency reason given below.

## A synthetic high-k capacitor

The example is a high-k gate stack on p-type silicon at 300 K, so $V_T=25.85$ mV. The parameters are $N=10^{17}$ cm⁻³, $n_i=10^{10}$ cm⁻³, $\varepsilon=11.7\,\varepsilon_0$ and EOT 1.5 nm, which give $\phi_F=0.417$ V. The input spectrum, confined to 0.56 eV on either side of the intrinsic level, is a background of $10^{11}$ plus a Gaussian of height $8\times10^{11}$ cm⁻² eV⁻¹, centred at 0.10 eV with standard deviation 0.06 eV.

The synthetic curve includes the electrons that the analysis neglects. They add $\kappa e^{-\xi}(e^u-1-u)$ to $u+e^{-u}-1$ in the first integral, with $\kappa=(n_i/N)^2$ and $\xi$ the downward shift of the electron quasi-Fermi level in units of $kT$. For the slow sweep $\xi=0$, and the gate equation is solved for $\psi$ at 300 equally spaced voltages. During the ac signal the number of electrons per area, $M(u,\xi)$, is held fixed, though they may rearrange in depth. Then $d\xi/du=-M_u/M_\xi$, subscripts denoting derivatives, and with $Q=-Q_sL/(\varepsilon V_T)$

$$C_s=\frac{\varepsilon}{L}\left(Q_u-Q_\xi\frac{M_u}{M_\xi}\right).$$

$M$ is found by numerical quadrature.

Follow the point $E=0.10$ eV. The curve gives $C=0.12308\ \mu$F/cm². From (5),

$$\frac1{C_s}=\frac1{0.12308}-\frac1{2.3021}=7.690\ \frac{\text{cm}^2}{\mu\text{F}},\qquad C_s=0.1300\ \mu\text{F/cm}^2 .$$

Equation (7) then gives $\psi-V_T=0.491$ V, hence $\psi=0.517$ V. The spline slope is $dV_G/d\psi=1.10809$, and (1) yields

$$q^2D_T=2.3021\times0.10809-0.1300=0.1188\ \mu\text{F/cm}^2,$$

or $7.42\times10^{11}$ cm⁻² eV⁻¹. Repeating this along the curve gives the following densities, in $10^{11}$ cm⁻² eV⁻¹. Each row is one gate voltage, labelled by the true energy.

| $E$ (eV) | $D$ | $D_T$ | found | $N$+2% | $N$−2% |
|---:|---:|---:|---:|---:|---:|
| −0.15 | 1.00 | 1.04 | 1.04 | −2.01 | 4.21 |
| −0.05 | 1.35 | 1.87 | 1.87 | −1.17 | 5.04 |
| 0.05 | 6.65 | 6.10 | 6.10 | 3.00 | 9.33 |
| 0.10 | 9.00 | 7.42 | 7.42 | 4.29 | 10.66 |
| 0.20 | 2.99 | 3.59 | 3.60 | 0.57 | 6.75 |
| 0.28 | 1.09 | 1.38 | 1.45 | −1.53 | 4.55 |

With the correct doping the method recovers $D_T$. The input peak of 9.00 appears as 7.42 because of the average in (3). The weight $f(1-f)/kT$ has standard deviation $\pi kT/\sqrt3=47$ meV. Treating it as a Gaussian broadens the peak to $\sqrt{60^2+47^2}=76$ meV and lowers its height to $8\times60/76=6.3$. Adding the background gives 7.3, close to the computed value.

For the doping errors, (8) at 0.10 eV predicts $(7.42-0.02\times151.8)/1.02=4.30$ and $(7.42+0.02\times151.8)/0.98=10.67$, against 4.29 and 10.66 in the table. The peak survives, but the background changes from about 1 to about −2 or +4. At −0.05 eV the critical error (9) is 1.2%.

## Where the recovered spectrum can be used

**Upper end.** At $\psi=2\phi_F$ the surface electron density equals $N$, and the analysis reports $1.15\times10^{12}$ cm⁻² eV⁻¹ too much. There $\kappa e^u=1$ and $u=32.2$, so the electrons add $(\varepsilon/L)/\sqrt{2u}=0.10\ \mu$F/cm² to the static capacitance. This is missing from the $C_s$ subtracted in (1) and accounts for about $6\times10^{11}$ of the excess. The rest comes from the flattening of the high-frequency curve, which makes the inferred potential advance too slowly. Stopping $5V_T$ earlier, at $E=0.29$ eV, reduces the electron density to $e^{-5}N$. Between $E=-0.39$ eV and that point the recovered density differs from $D_T$ by less than $10^{10}$ cm⁻² eV⁻¹. These figures assume that the traps do not exchange electrons with the surface layer during the ac signal. Near 0.29 eV they can; for electron cross sections from $10^{-16}$ to $10^{-14}$ cm² this raises the error there from $0.9$ to $1.1\times10^{10}$. The figures are also for classical electrons. In a real device, confinement in the surface well reduces their number, to about a third at $\psi=2\phi_F$ in a triangular-well estimate, and this changes the upper limit.

**Lower end.** Near flat band there are many holes, and traps can follow a 1 MHz signal. A filled trap captures holes at the rate $1/\tau=\sigma vp_s$, with cross section $\sigma$, thermal velocity $v$ and surface hole density $p_s=Ne^{-u}$. Detailed balance sets the emission rate to $f/[(1-f)\tau]$. For a small change $d\psi$, $dp_s/p_s=-d\psi/V_T$, and the linearised rate equation is

$$i\omega\,df=\frac{f}{\tau}\frac{d\psi}{V_T}-\frac{df}{(1-f)\tau}
\;\Rightarrow\;
df=\frac{f(1-f)}{1+i\omega\tau(1-f)}\frac{d\psi}{V_T}.$$

For a density that varies little over the levels that contribute, integrate over energy with $z=1-f$ and $dz=f(1-f)\,dE/kT$. The traps add to $C_s$ the complex capacitance

$$q^2D_T\int_0^1\frac{dz}{1+i\omega\tau z}=q^2D_T\,\frac{\ln(1+i\omega\tau)}{i\omega\tau}.$$

Its real part, $C_t=q^2D_T\arctan(\omega\tau)/(\omega\tau)$, falls as $e^{-u}$ once $\omega\tau\gg1$. By (7) it shifts the inferred potential by $-2(\psi-V_T)C_t/C_s$. This shift is small, but it fades over a distance $V_T$, and the method differentiates it.

Take $\sigma=10^{-15}$ cm² and $v=10^7$ cm/s, both rough. At $E=-0.15$ eV, $\omega\tau\approx190$ and $C_t$ is below 0.1% of $C_s$. Yet the analysis of the complete 1 MHz curve, using the parallel capacitance of the series circuit, returns $-0.68\times10^{11}$ instead of $1.04\times10^{11}$. Going down in energy, the error first exceeds $2\times10^{10}$ at $E=-0.083$ eV. A cross section ten times larger or smaller moves this limit to −0.016 or −0.155 eV. The levels that carry $C_t$ have $z\sim1/\omega\tau$ and lie about $kT\ln\omega\tau$ below $E_F$, where the density is the background. The value −0.016 eV therefore requires summing the response level by level; the closed form with $D_T$ taken at $E_F$, on the flank of the peak, would misplace it at +0.014 eV. A negative density is therefore not proof of a doping error.

**Lateral variation.** If the local gate voltage varies over the area with standard deviation $s$, the measured $C$ is an average, to leading order $C+\tfrac12s^2\,d^2C/dV_G^2$. Let $w=\psi-V_T$ and $r=C_s/C_{ox}$. Without traps, $V_G$ equals $w(1+r)^2$ up to a constant, and $C\propto[w(1+r)^2]^{-1/2}$. Hence

$$\frac{\Delta C}{C}=\frac{3s^2}{8w^2(1+r)^4},\qquad \frac{\Delta C_s}{C_s}=(1+r)\frac{\Delta C}{C},$$

and the potential error is $-2w\,\Delta C_s/C_s=-3s^2/[4w(1+r)^3]$. It fades with increasing $w$, so the inferred potential rises too fast and $D$ comes out too low. Averaging the synthetic curve over shifts of ±25 mV gives $0.17\times10^{11}$ at −0.15 eV, $1.47\times10^{11}$ at −0.05 eV and $6.90\times10^{11}$ at 0.10 eV. The trap-free formula accounts for the error at −0.15 eV but for less than half of it at 0.10 eV. The rest is blurring of the peak, which raises the density on the flanks; near 0.23 eV the two effects cancel and the result is slightly too high.

**Noise.** By (7), a relative error of $10^{-4}$ in $C$ at 0.10 eV changes the inferred potential by about 0.1 mV. That is small, but the voltage step is only 3.9 mV and the method needs the slope. Random noise of this size gives an rms density error of $5.6\times10^{11}$ cm⁻² eV⁻¹ if the spline passes through every point. Fitting a cubic to 15 neighbouring points instead reduces the error to $0.7\times10^{11}$. For this smooth spectrum the fit costs almost no resolution: without noise it changes the density by less than $10^8$ cm⁻² eV⁻¹ between −0.15 and 0.25 eV. A much wider fit would blur the peak.

For these parameters the usable range is thus about −0.08 to 0.29 eV, with noise and lateral variation still to be judged inside it.

## Setting the doping

For a tolerated density error $\Delta D$, (8) requires, to first order and for $D_T$ well below $C_{ox}/q^2$,

$$|\delta|\lesssim\frac{q^2\Delta D}{C_{ox}+C_s}.$$

In the example $\Delta D=10^{11}$ at 0.10 eV requires the doping to 0.7%. At an EOT of 10 nm the condition is weaker. With the same traps and doping set 2% high, the density at −0.05 eV is then $1.22\times10^{11}$ instead of $-1.17\times10^{11}$; the correct value is $1.87\times10^{11}$.

This dependence can be used to find $\delta$. Let two capacitors share $N$ and the trap spectrum but differ in $C_{ox}$. At equal $C_s$ they have the same $\psi$, and subtracting (8) for the two leaves

$$q^2(D'_1-D'_2)=-\frac{\delta}{1+\delta}\,(C_{ox,1}-C_{ox,2}).$$

Here the left side corresponds to $-2.39\times10^{11}$ and the difference of $C_{ox}/q^2$ is $1.221\times10^{13}$, so $\delta/(1+\delta)=0.0196$ and $\delta=2.0\%$. The method fails if changing the stack also changes the interface. Nor can it tell a doping error from an area error common to both capacitors: with the correct doping but all capacitances read 1% high, it would report a doping set 2% too low.

A negative region also carries information. Solving (8) for $D_T$ and requiring $D_T\ge0$ gives

$$\delta\ge-\frac{q^2D'}{C_{ox}+C_s+q^2D'} .$$

At 0.28 eV, $D'=-1.53\times10^{11}$ and $(C_{ox}+C_s)/q^2=1.51\times10^{13}$, so the doping is set at least 1.0% too high, provided no other error contributes. Replacing negative values by zero would discard this and leave the rest of the spectrum wrong.

If the doping comes from a source independent of the capacitance, the electrode area must be known twice as accurately as the doping. If both capacitances are read high by a fraction $\eta$, $C_s$ is too large by $1+\eta$ and (7) gives $d\psi'/d\psi=(1+\eta)^{-2}$. Then

$$q^2D'=(1+\eta)\left[(1+\eta)^2(C_{ox}+C_s+q^2D_T)-C_{ox}-C_s\right],$$

whose leading spurious term is $2\eta(C_{ox}+C_s)$. A 1% error raises the value at 0.10 eV from 7.4 to $10.7\times10^{11}$. If the doping is instead taken from the same capacitances, by (7) or by the two-capacitor comparison, it comes out as $N(1+\eta)^2$. The inferred potential in depletion is then correct and only the factor $1+\eta$ remains, giving $7.5\times10^{11}$.

The EOT and doping are rough values for high-k test capacitors; the trap density is high for a well-annealed interface, where the relative error would be larger. Uniform doping is also an assumption that a real device may violate. For a profile $N(x)$ that varies slowly over $L$, $d\psi=qN(W)W\,dW/\varepsilon$, while an analysis with constant $N_0$ assumes $d\psi'=qN_0W\,dW/\varepsilon$. Hence $d\psi'/d\psi=N_0/N(W)$, and (8) holds approximately, with the local error $\delta=N_0/N(W)-1$ at the depletion edge. As an example, let the doping rise linearly by 2% between depths of 50 and 100 nm. Solving Poisson's equation for this profile without traps, and analysing the curve with constant doping, gives a false density that varies by $1.7\times10^{11}$ cm⁻² eV⁻¹ between $E=-0.15$ and 0.28 eV. The best single doping value still leaves errors of up to $0.9\times10^{11}$. The local rule, with $W$ running from 56 to 93 nm, gives a variation of about $2.2\times10^{11}$, so it is only a rough guide when the profile changes slope within a few $L$ of the depletion edge. Leakage and slow traps inside the high-k layer, which cause hysteresis, are also outside this model.
